# Stress-enhanced lithium diffusion in a free elastic sphere

A calculation of lithium insertion into an electrode particle must settle whether elasticity has to be solved at every time step, or whether stress can be absorbed into the diffusivity. Stress at one point depends on the concentration everywhere in the particle, so the coupled calculation seems unavoidable. For a free, isotropic sphere with a spherically symmetric concentration, however, the part of the stress that drives diffusion has a local gradient. Inside the particle the ordinary diffusion equation then suffices, with \(D\) replaced by \(D(1+\theta c)\). If the surface chemical potential is prescribed, stress also enters the boundary condition, through the average concentration. When \(\theta c\ll1\) throughout the particle, both corrections can be dropped.

## Assumptions and conventions

Let \(c(r,t)\) be the number of moles of lithium per unit volume of unstressed host, in a sphere of radius \(a\). Lithium is dilute and ideal, and the temperature \(T\) is uniform. The stress-free diffusivity \(D\), partial molar volume \(\Omega\), Young's modulus \(E\) and Poisson ratio \(\nu\) are constants. Strains are small and no plastic flow occurs. Mechanical equilibrium is reached at once on the time scale of diffusion. The surface carries no traction.

Tension is positive. The stresses are \(\sigma_r\) along the radius and \(\sigma_t\) in the two tangential directions, and the hydrostatic stress is

\[
\sigma_h=\frac{\sigma_r+2\sigma_t}{3}. \tag{1}
\]

Lithium at concentration \(c\) would expand an unconstrained piece of host by the volume fraction \(\Omega c\). For small isotropic expansion each linear strain is one third of this, \(\Omega c/3\). Only the strain beyond this amount costs elastic energy.

## Chemical potential and flux

The free energy is the mixing energy plus the elastic energy \(W[c]\), minimized over displacements at fixed \(c\). For a dilute ideal solution the mixing energy density is

\[
f=\mu_0c+R_gTc\left[\ln\frac{c}{c_0}-1\right],\qquad
\frac{df}{dc}=\mu_0+R_gT\ln\frac{c}{c_0}, \tag{2}
\]

where \(R_g\) is the gas constant and \(c_0\) a reference concentration.

Now change \(c\) by \(\delta c\). The elastic energy density changes by stress times the change of elastic strain, which is total strain minus stress-free strain. With summation over repeated indices,

\[
\delta W=\int\sigma_{ij}\left(\delta\varepsilon_{ij}-\frac{\Omega}{3}\delta_{ij}\,\delta c\right)dV
=-\int\Omega\sigma_h\,\delta c\,dV. \tag{3}
\]

The first term vanishes by virtual work: the stress is in equilibrium and the surface is free. The second follows from \(\sigma_{ii}=3\sigma_h\). Equations (2) and (3) give

\[
\mu=\mu_0+R_gT\ln\frac{c}{c_0}-\Omega\sigma_h. \tag{4}
\]

For \(\Omega>0\), tension lowers the chemical potential, because lithium that expands the host relieves tension.

The flux, positive outward, is mobility times concentration times the force \(-\partial\mu/\partial r\). The mobility is \(D/(R_gT)\), which recovers Fick's law without stress. Hence

\[
J=-\frac{Dc}{R_gT}\frac{\partial\mu}{\partial r}
=-D\left[\frac{\partial c}{\partial r}-\frac{\Omega c}{R_gT}\frac{\partial\sigma_h}{\partial r}\right]. \tag{5}
\]

It remains to find \(\sigma_h\).

## Displacement in the sphere

Let \(u(r)\) be the radial displacement; primes denote \(d/dr\). The total strains are \(u'\) radially and \(u/r\) tangentially. Hooke's law for the elastic parts is

\[
u'-\frac{\Omega c}{3}=\frac{\sigma_r-2\nu\sigma_t}{E},\qquad
\frac{u}{r}-\frac{\Omega c}{3}=\frac{(1-\nu)\sigma_t-\nu\sigma_r}{E}. \tag{6}
\]

To isolate \(\sigma_r\), add \((1-\nu)\) times the first equation to \(2\nu\) times the second. To isolate \(\sigma_t\), add \(\nu\) times the first to the second. In both sums the remaining stress has the factor \(1-\nu-2\nu^2=(1+\nu)(1-2\nu)\). With \(A=E/[(1+\nu)(1-2\nu)]\),

\[
\begin{aligned}
\sigma_r&=A\left[(1-\nu)u'+2\nu\frac{u}{r}-(1+\nu)\frac{\Omega c}{3}\right],\\
\sigma_t&=A\left[\nu u'+\frac{u}{r}-(1+\nu)\frac{\Omega c}{3}\right].
\end{aligned}\tag{7}
\]

Radial force balance requires

\[
\sigma_r'+\frac{2}{r}(\sigma_r-\sigma_t)=0. \tag{8}
\]

From (7), \(\sigma_r-\sigma_t=A(1-2\nu)(u'-u/r)\). Differentiating \(\sigma_r\), inserting both expressions in (8) and dividing by \(A\) gives

\[
(1-\nu)u''+\left[2\nu+2(1-2\nu)\right]\left(\frac{u'}{r}-\frac{u}{r^2}\right)
=(1+\nu)\frac{\Omega}{3}c'. \tag{9}
\]

The square bracket equals \(2(1-\nu)\). Since \(r^{-2}(r^2u)'=u'+2u/r\), whose derivative is \(u''+2u'/r-2u/r^2\), equation (9) becomes

\[
\frac{d}{dr}\left[\frac{1}{r^2}\frac{d(r^2u)}{dr}\right]=\beta c',\qquad
\beta=\frac{(1+\nu)\Omega}{3(1-\nu)}. \tag{10}
\]

One integration gives \((r^2u)'=r^2(\beta c+3C)\), with \(C\) constant. A second integration could add a constant to \(r^2u\), but this would make \(u\) diverge as \(r^{-2}\) at the centre, so it is zero. Define the mean concentration inside radius \(r\),

\[
m(r)=\frac{3}{r^3}\int_0^r c(s)s^2\,ds,\qquad m(a)=c_{\rm av}. \tag{11}
\]

Then

\[
\frac{u}{r}=\frac{\beta m}{3}+C,\qquad
u'=\beta c+3C-\frac{2u}{r}=\beta\left(c-\frac{2m}{3}\right)+C. \tag{12}
\]

## Stresses and the local gradient

Insert (12) into the first line of (7). The terms in \(c\) cancel because \((1-\nu)\beta=(1+\nu)\Omega/3\). The coefficient of \(\beta m\) is \(-\tfrac23(1-\nu)+\tfrac23\nu=-\tfrac23(1-2\nu)\). Thus

\[
\sigma_r=A\left[(1+\nu)C-\tfrac23(1-2\nu)\beta m(r)\right]. \tag{13}
\]

The free surface, \(\sigma_r(a)=0\), fixes \((1+\nu)C=\tfrac23(1-2\nu)\beta c_{\rm av}\). Substituting \(A\) and \(\beta\), the factors \(1-2\nu\) and \(1+\nu\) cancel:

\[
\sigma_r=H\left[c_{\rm av}-m(r)\right],\qquad
H=\frac{2\Omega E}{9(1-\nu)}. \tag{14}
\]

The tangential stress follows from (8), \(\sigma_t=\sigma_r+r\sigma_r'/2\). Differentiating (11) gives \(m'=3(c-m)/r\), so \(\sigma_r'=-3H(c-m)/r\) and

\[
\sigma_t=H\left[c_{\rm av}-m-\tfrac32(c-m)\right]
=\frac H2\left[2c_{\rm av}+m(r)-3c\right]. \tag{15}
\]

Now form (1). The contributions \(-m\) from \(\sigma_r\) and \(+m\) from \(2\sigma_t\) cancel:

\[
\sigma_h=\frac H3\left[3c_{\rm av}-3c\right]=H(c_{\rm av}-c). \tag{16}
\]

The stress level still depends on the whole profile through \(c_{\rm av}\), but that average does not vary with position. Therefore \(\partial\sigma_h/\partial r=-H\,\partial c/\partial r\). Inserting this in (5), the two minus signs combine to a plus:

\[
J=-D(1+\theta c)\frac{\partial c}{\partial r}, \tag{17}
\]

\[
\boxed{\theta=\frac{\Omega H}{R_gT}=\frac{2\Omega^2E}{9R_gT(1-\nu)}.} \tag{18}
\]

The unit of \(\theta\) is volume per mole, so \(\theta c\) is a pure number. If \(c\) counts atoms and \(\Omega\) is the volume per atom, \(k_B\) replaces \(R_g\).

## Why the correction is positive

The sign can be understood from the elastic energy. By (3) and (16), \(\delta W/\delta c=\Omega H(c-c_{\rm av})\). A uniform concentration in a free sphere has no stress and no elastic energy. Integrating from that state gives

\[
W=\frac{\Omega H}{2}\int(c-c_{\rm av})^2\,dV. \tag{19}
\]

Its variation gives the stated derivative, since the term containing \(\delta c_{\rm av}\) multiplies \(\int(c-c_{\rm av})dV=0\). Concentration differences therefore cost elastic energy, and at a given concentration gradient the flux that removes them is larger. Because \(\Omega H\) contains \(\Omega^2\), this holds for hosts that swell or shrink, and during insertion or extraction. During insertion into a swelling host, the lithium-poor centre is under tension and attracts lithium from the compressed outer region.

When \(\theta c\ll1\), Fick's law with constant \(D\) is recovered. The correction is absent in the limit of zero lithium concentration, even in a stiff host, because the stress-driven part of the flux is proportional to the lithium available to move.

A second geometry gives the same coefficient. In a wide free plate, away from its edges, let \(c\) vary only through the thickness and symmetrically about the midplane. The plate does not bend, its in-plane strain \(\varepsilon_0\) is uniform, and its normal stress is zero. The in-plane stress is \(E(\varepsilon_0-\Omega c/3)/(1-\nu)\). Zero total in-plane force requires \(\varepsilon_0=\Omega c_{\rm av}/3\), where the average is now over thickness. Two of the three normal stresses are nonzero, so

\[
\sigma_h=\frac23\,\frac{E}{1-\nu}\,\frac{\Omega}{3}(c_{\rm av}-c)=H(c_{\rm av}-c). \tag{20}
\]

## Using the flux law

Conservation of lithium in a spherical shell gives

\[
\frac{\partial c}{\partial t}
=\frac1{r^2}\frac{\partial}{\partial r}
\left[r^2D(1+\theta c)\frac{\partial c}{\partial r}\right]. \tag{21}
\]

The surface condition needs care. If the inward surface flux \(J_{\rm in}\) is prescribed, as at constant current, (21) can be used directly. If instead the surface chemical potential is prescribed, (4) and (16) give

\[
\mu(a)=\mu_0+R_gT\ln\frac{c_s}{c_0}+\Omega H(c_s-c_{\rm av}). \tag{22}
\]

The surface concentration \(c_s\) must then change as \(c_{\rm av}\) changes. Elasticity leaves the interior equation local but makes this boundary condition nonlocal. During insertion at a fixed surface potential, \(c_s>c_{\rm av}\), so the last term in (22) holds \(c_s\) below its stress-free value. This opposes the faster interior diffusion and outweighs it early in the process, when \(c_s-c_{\rm av}\) is largest. Take the parameters of the example below, with a mean filling that rises from 0.05 towards an equilibrium value of 0.10. Relative to the stress-free case, the time to cover half of this change is about 18 percent longer, the time to cover 90 percent is nearly unchanged, and the time to cover 99 percent is about 5 percent shorter. Using (21) without the stress term in (22) shortens all three times by about one quarter. It therefore gives the wrong sign for the half-filling time and overstates the gain near completion.

For constant flux, suppose that the initial transient has decayed and every point fills at nearly the same rate, \(3J_{\rm in}/a\). The lithium crossing radius \(r\) must fill the volume inside it, so the inward flux there is \(J_{\rm in}r/a\). Setting this equal to \(D(1+\theta c)\,\partial c/\partial r\) and integrating from the centre, where \(c=c_{\rm cen}\), to the surface gives

\[
(c_s-c_{\rm cen})\left[1+\frac{\theta}{2}(c_s+c_{\rm cen})\right]=\frac{J_{\rm in}a}{2D}. \tag{23}
\]

If the difference is small, the mean of the two end values is close to \(c_{\rm av}\), and

\[
\Delta c\equiv c_s-c_{\rm cen}\simeq\frac{J_{\rm in}a}{2D(1+\theta c_{\rm av})}. \tag{24}
\]

## A cathode particle at constant current

Consider a particle in the regime of spinel lithium manganese oxide, with rough typical parameters: \(a=2.0\) µm, \(E=100\) GPa, \(\nu=0.30\), \(\Omega=3.5\) cm³/mol, \(D=1.0\times10^{-10}\) cm²/s and \(T=300\) K. The site concentration is \(c_{\rm site}=0.023\) mol/cm³. Equation (18), evaluated in SI units, gives

\[
\theta=\frac{2(3.5\times10^{-6})^2(1.0\times10^{11})}
{9(8.314)(300)(0.70)}
=1.56\times10^{-4}\ \mathrm{m^3/mol}. \tag{25}
\]

This is 156 cm³/mol, or 0.259 nm³ per lithium atom. Let \(x=c/c_{\rm site}\) be the filling. At a mean filling of 0.10, \(c_{\rm av}=0.0023\) mol/cm³ and \(\theta c_{\rm av}=0.36\). The effective diffusivity is \(1.36\times10^{-10}\) cm²/s.

The current would fill all sites in \(\tau=3600\) s. It raises the mean filling from 0.05 to 0.10 in 180 s. Since \(J_{\rm in}=ac_{\rm site}/(3\tau)\), (24) without stress gives

\[
\Delta x=\frac{a^2}{6D\tau}=\frac{400\ \mathrm{s}}{6(3600\ \mathrm{s})}=0.0185. \tag{26}
\]

With stress the estimate is \(0.0185/1.359=0.0136\). Time-dependent solutions at the same current and final mean filling give 0.0185 without stress and 0.0138 with it. Stress thus reduces the concentration difference by about one quarter.

The estimate with stress is 1.5 percent below the time-dependent value, while the two agree to better than 0.1 percent without stress. The gap follows from the slow rise of \(\theta c\). As \(\Delta x\) falls, the centre fills faster than the surface, so more lithium must cross the interior. For the nearly quadratic profile \(x=x_{\rm av}+\Delta x(r^2/a^2-3/5)\), integrating the conservation law with \(\Delta x\) changing in time raises the required difference by the fraction

\[
-\frac{3}{10}\frac{d\Delta x}{dx_{\rm av}}
\simeq\frac{3}{10}\frac{\theta c_{\rm site}\Delta x}{1+\theta c_{\rm av}}
\simeq0.011. \tag{27}
\]

The mean of the end fillings is also lower than \(x_{\rm av}\) by \(\Delta x/10\), which adds 0.004 through (23). Together these account for the gap.

At the end of insertion the centre filling is 0.09163. Here \(H=111\) kJ/mol, so (16) gives a central tension

\[
\sigma_h(0)=(1.111\times10^5)(2.3\times10^4)(0.10-0.09163)\ \mathrm{Pa}
\simeq21\ \mathrm{MPa}. \tag{28}
\]

At the surface \(m=c_{\rm av}\), and (15) becomes \(\sigma_t=\tfrac32H(c_{\rm av}-c_s)\), or \(-21\) MPa: the surface is compressed.

The elastic solution was tested against a numerical displacement calculation with 200 radial cells and \(x=0.05+0.08(r/a)^2+0.04(r/a)^5\). The stresses agreed within \(10^{-4}\) of the largest hydrostatic stress. Flux (5), evaluated with the numerical stresses, agreed with (17) within \(10^{-4}\) of the largest flux, for both signs of \(\Omega\). For the insertion run, replacing (17) by (5) with numerically calculated stresses left \(\Delta x=0.0138\); changing from 40 to 80 cells shifted this difference by 0.06 percent.

## What limits the result

Finite filling is the first limitation. If a jump needs an empty neighbouring site, the mobility acquires a factor \(1-x\), and the ideal mixing potential becomes \(R_gT\ln[x/(1-x)]\). A mean-field lithium repulsion adds \(wx\) per atom. The derivative of the mixing term is \(R_gT\,c'/[c(1-x)]\), so multiplication by the new mobility gives

\[
J=-D\left[1+x(1-x)\left(\theta c_{\rm site}+\frac{w}{k_BT}\right)\right]
\frac{\partial c}{\partial r}. \tag{29}
\]

At \(x=0.10\), blocking alone lowers the factor from 1.36 to 1.32. With an assumed rough repulsion \(w=0.10\) eV, the factor is 1.35 without stress and 1.67 with it. The repulsion is as important here as elasticity. A measured enhancement over \(D\) therefore cannot be assigned to stress without separate knowledge of the interactions.

Other estimates for this example are smaller. The swelling volume strain is 0.8 percent. If \(E\) fell linearly by 30 percent on complete filling, its value in \(\theta\) would be 3 percent lower at \(x=0.10\). A jump barrier with activation volume equal in size to \(\Omega\) would change by \(0.03R_gT\) at the centre, altering \(D\) there by about 3 percent. For plane concentration waves in a cubic host, assume a ratio of 1.5 between the two shear moduli, with their geometric mean and the bulk modulus kept at the isotropic values. Then \(\theta\) is multiplied by 0.88 along 100 and 1.13 along 111; other choices at the same ratio give different factors. This indicates the sensitivity to crystal direction; it is not a solution for an anisotropic sphere.

A surface tension of 1 J/m² adds a uniform pressure of 1 MPa, which has no gradient and leaves (17) unchanged. A central crack of radius 1 µm, treated as a disk in an infinite body under the central tension, has a stress intensity of 0.024 MPa m\(^{1/2}\). This is far below a rough oxide toughness of 1 MPa m\(^{1/2}\), so crack growth is not expected at this current within the estimate.

Real cathode particles depart from the example in several ways. A filling of 0.05 to 0.10 lies near the fully charged end, outside much of the usual cycling range; it was chosen to keep lithium dilute. Reported diffusivities scatter by orders of magnitude. The partial molar volume enters \(\theta\) squared: lattice constants of roughly 8.24 and 8.04 Å for the lithiated and delithiated spinel give \(\Omega\) near 3.0 cm³/mol, which would lower \(\theta\) by about one quarter. Porous or cracked aggregates can be much more compliant than a dense crystal: with \(E=10\) GPa and the other parameters fixed, \(\theta c_{\rm av}\) would fall from 0.36 to 0.036. Lithium interactions, which (17) omits, have an estimated effect of similar size, raising the factor from 1.32 to 1.67. Ordering and phase separation require a different free energy and are not covered by (29).

Temperature enters (18) as \(1/T\) when \(\Omega\), \(E\) and \(\nu\) are fixed: \(\theta\) is 187 cm³/mol at 250 K and 142 cm³/mol at 330 K. The temperature dependence of \(D\) itself must be supplied separately. The numerical output lists the remaining digits.

## Values computed for the example and the checks

```
Young's modulus: 100 GPa
Poisson ratio: 0.30 (dimensionless)
partial molar volume: 3.50 cm3/mol
stress-free diffusivity: 1.00e-10 cm2/s
site concentration: 0.0230 mol/cm3
temperature: 300 K
particle radius: 2.0 um
time to fill all sites: 3600 s
initial, final mean filling: 0.05, 0.10 (1)
insertion time: 180 s
diffusion time a^2/D: 400 s
theta: 155.91 cm3/mol
theta per lithium atom: 0.2589 nm3
final mean concentration: 0.00230 mol/cm3
theta*c at final mean: 0.3586 (1)
diffusivity factor 1+theta*c: 1.3586 (1)
effective diffusivity: 1.359e-10 cm2/s
hydrostatic coefficient: 111.11 kJ/mol
no stress, centre and surface filling: 0.08889, 0.10741 (1)
with stress, centre and surface filling: 0.09163, 0.10546 (1)
filling difference without stress: 0.01851 (1)
filling difference, derived law: 0.01384 (1)
filling difference, numerical elasticity: 0.01384 (1)
quasi-steady difference without stress: 0.01852 (1)
quasi-steady difference with stress: 0.01363 (1)
centre tension: 21.40 MPa
surface tangential stress: -20.95 MPa
test: largest relative stress error: 8.29e-05 (1)
test: relative energy-slope error: 3.30e-05 (1)
test: relative flux error: 7.61e-05 (1)
test: relative profile error: 1.03e-04 (1)
mesh shift, 40 to 80 cells: 0.0588 percent
factor with site blocking: 1.3227 (1)
assumed lithium repulsion: 0.10 eV
factor with blocking and repulsion only: 1.3481 (1)
factor with blocking, repulsion, stress: 1.6709 (1)
swelling volume strain: 0.805 percent
assumed softening at full filling: 30 percent
softening at final mean: 3.0 percent
assumed cubic anisotropy ratio: 1.5 (1)
theta ratio for 100 and 111 waves: 0.878, 1.128 (1)
barrier change, activation volume Omega: 0.0300 RT
assumed surface tension: 1.0 J/m2
uniform surface pressure: 1.00 MPa
assumed central crack radius: 1.0 um
crack stress intensity: 0.0241 MPa m^0.5
theta at 250 K: 187.09 cm3/mol
theta at 330 K: 141.74 cm3/mol
```
